# Choosing Expansion Points and Depths in Passive Thermal Model Reduction

A finite-element model of a small chip stack has 656 unknown temperatures. A reduced model with ten unknowns predicts that 10 W in one heated strip raises that strip by 13.0274 K after 0.1 s, where the full model gives 13.0275 K. After 1 ms the two differ by 1.7%, and for heating that oscillates at \(10^4\) rad/s the reduced impedance is wrong by 19%. The reduced model also lets a second, unheated strip cool by 2 mK, yet it is passive.

The size of these errors depends on one setting; the passivity does not. In Krylov reduction this setting is a list of expansion points \(s_i\) and, for each, a depth \(q_i\). Here the list was 0, 100 and 3000 s⁻¹ with depths 2, 2 and 1.

## The model and its ports

Let \(\theta\) hold the nodal temperature rises above a fixed ambient. With constant material data and linear cooling,

\[
C\dot\theta+K\theta=Bp,\qquad y=B^T\theta .
\]

For shape functions \(N_a\), volumetric heat capacity \(c\), conductivity \(\kappa\) and film coefficient \(h\) on the cooled surface \(\Gamma\),

\[
C_{ab}=\int cN_aN_b\,dV,\qquad
K_{ab}=\int\kappa\nabla N_a\!\cdot\!\nabla N_b\,dV+\int_\Gamma hN_aN_b\,dS .
\]

Both matrices are symmetric, and \(C\) is positive definite. For the temperature field \(\vartheta\) with nodal values \(\theta\),

\[
\theta^TK\theta=\int\kappa|\nabla\vartheta|^2dV+\int_\Gamma h\vartheta^2dS .
\]

This vanishes only if \(\vartheta\) is constant and zero on \(\Gamma\), hence zero everywhere, so \(K\) is positive definite too.

Port \(i\) is a surface patch of area \(S_i\). A power \(p_i\) spread evenly over it has flux \(p_i/S_i\) and gives the load \(p_iB_{ai}\), with \(B_{ai}=S_i^{-1}\int N_a\,dS\). The same column gives the mean patch temperature, \(y_i=\sum_aB_{ai}\theta_a\). Input and output therefore share one matrix \(B\), and both main results below need this.

With zero initial rise and time dependence \(e^{st}\), the impedance is

\[
Z(s)=B^TA(s)^{-1}B,\qquad A(s)=K+sC .
\]

## What the setting selects

At a real point \(s_0\ge0\) define

\[
G=K+s_0C,\quad M=G^{-1}C,\quad R=G^{-1}B,\quad \sigma=s-s_0 .
\]

Since \(A=G+\sigma C=G(I+\sigma M)\), the field per unit port power, \(X=A^{-1}B\), is

\[
X(s)=(I+\sigma M)^{-1}R=\sum_{j\ge0}(-\sigma)^jM^jR .
\]

The series converges for \(|\sigma|<s_0+\lambda_1\), where \(\lambda_1\) is the slowest decay rate, because the largest eigenvalue of \(M\) is \(1/(s_0+\lambda_1)\). Multiplication by \(B^T\) gives

\[
Z(s)=\sum_{j\ge0}(-1)^jm_j\,\sigma^j,\qquad m_j=B^TM^jR .
\]

The \(m_j\) are the impedance moments at \(s_0\). Depth \(q\) puts the columns of \(R,MR,\dots,M^{q-1}R\) into the range of a real basis \(V\) of full column rank. The reduced model comes from the congruence

\[
K_r=V^TKV,\quad C_r=V^TCV,\quad B_r=V^TB,
\]

with \(A_r=K_r+sC_r\) and \(Z_r=B_r^TA_r^{-1}B_r\). Replacing \(V\) by \(VT\) with invertible \(T\) leaves \(Z_r\) unchanged, since the factors \(T\) cancel. Only the range of \(V\) matters.

The choice of points has a direct meaning in time. Let \(z(t)\) be the response to a unit power step. Its Laplace transform is \(Z(s)/s\), so for real \(s>0\)

\[
Z(s)=\int_0^\infty s\,e^{-st}z(t)\,dt .
\]

The weight \(s\,e^{-st}\) integrates to one and has mean time \(1/s\). Matching at \(s_0\) thus fixes an average of the step response over times of order \(1/s_0\). The points 100 and 3000 s⁻¹ fix averages with mean times of 10 ms and about 0.3 ms, not the temperatures at those instants. The point 0 fixes the steady state.

## Why every choice is passive

Passivity means here that \(Z_r\) is positive real: it is real for real \(s\), analytic for \(\mathrm{Re}\,s>0\), and has a positive semidefinite Hermitian part there.

For any nonzero real \(x\), \(Vx\ne0\) by full rank, so

\[
x^TK_rx=(Vx)^TK(Vx)>0,\qquad x^TC_rx=(Vx)^TC(Vx)>0 .
\]

If \(A_r(s)x=0\) for a complex \(x\ne0\), then \(s=-x^*K_rx/x^*C_rx\), which is real and negative. All poles are therefore stable. For \(\mathrm{Re}\,s>0\) and any complex port vector \(u\), set \(x=A_r^{-1}B_ru\). Then \(B_ru=A_rx\), and

\[
u^*Z_ru=(B_ru)^*x=x^*A_r^*x .
\]

Adding the complex conjugate gives

\[
u^*(Z_r+Z_r^*)u=x^*(A_r+A_r^*)x=2x^*\big(K_r+\mathrm{Re}(s)\,C_r\big)x\ge0 .
\]

Nothing in this proof refers to Krylov vectors. The expansion points affect accuracy, not passivity.

In time, let \(a\) be the reduced state and \(W=\tfrac12a^TC_ra\). Multiplying \(C_r\dot a=B_rp-K_ra\) by \(a^T\) gives

\[
\dot W=p^Ty-a^TK_ra .
\]

\(W\) is measured in J K and is not the thermal energy, which is linear in temperature. If a second passive network with storage \(W'\) is joined at the ports, then \(y'=y\) and \(p'=-p\), so \(\dot W+\dot W'\le p^Ty+p'^Ty'=0\). With \(W'\ge0\) the total storage cannot grow, so the reduced state stays bounded.

In the example, 10 W in the first strip for 0.1 s supplies \(\int p^Ty\,dt=9.104\) J K to the reduced model. Simpson integration gives 6.376 J K for the dissipation term, and the final state stores 2.728 J K; these two add up to the supply.

Without the congruence, stability is no longer assured. Take \(C=I\), \(K=\mathrm{diag}(1,5)\) s⁻¹ and one trial vector \(v=(1,1)^T\). If the equations are projected on a different vector \(w=(2,-1)^T\), the pole is

\[
-\frac{w^TKv}{w^Tv}=-\frac{2-5}{2-1}=+3\ \mathrm{s^{-1}},
\]

and the reduced model grows without limit. Projection on \(v\) itself gives \(-(1+5)/2=-3\) s⁻¹.

## Why depth \(q\) matches \(2q\) moments

The basis holds \(q\) terms of the series for the field, but the impedance gains \(2q\). Let \(X_r=A_r^{-1}B_r\), and let \(E=X-VX_r\) be the field error. It satisfies

\[
V^TAE=V^TB-A_rX_r=B_r-B_r=0 .
\]

With \(B_r^TX_r=B^TVX_r\), \(B=AX\) and \(A^T=A\),

\[
Z-Z_r=B^T(X-VX_r)=X^TAE=(E+VX_r)^TAE .
\]

The part with \(V^TAE\) vanishes, which leaves

\[
Z(s)-Z_r(s)=E(s)^TA(s)E(s).
\]

The transpose is plain, without conjugation, also for complex \(s\).

Next, the size of \(E\) near \(s_0\). Let \(X_q\) be the first \(q\) terms of the series, so that \(X-X_q=O(\sigma^q)\). These terms lie in the range of \(V\), hence \(X_q=VY_q\) for some \(Y_q(s)\), and

\[
A_r(X_r-Y_q)=V^TB-V^TAVY_q=V^TA(X-X_q).
\]

Solving for \(X_r\) and inserting it in \(E=(X-X_q)-V(X_r-Y_q)\) gives

\[
E=\big(I-VA_r^{-1}V^TA\big)(X-X_q).
\]

At \(s_0\) the matrix \(A_r\) is positive definite, so its inverse stays bounded nearby and \(E=O(\sigma^q)\). The error identity contains \(E\) twice, so

\[
Z-Z_r=O(\sigma^{2q}).
\]

Moments \(0,\dots,2q-1\) agree. With several points the argument holds at each of them, because \(V\) contains all the required vectors.

A separate model with the single point 100 s⁻¹ and depth 2 shows where the matching stops. Its Taylor coefficients were computed from Cauchy's integral of the impedance on a circle around the point. Moments 0 to 3 agree with the full model to about \(10^{-14}\), relative to each moment; moment 4 differs by 1.9%. The impedance error, summed over \(s_0\pm\delta\), grows as \(\delta^{4.03}\) between \(\delta=4\) and 8 s⁻¹, close to the expected fourth power.

The doubling is lost for an output that is not a port. Let its vector be \(l\), with \(X_l=A^{-1}l\). The output error is \(l^TE=X_l^TAE\). In general \(V\) does not approximate \(X_l\), only one small factor remains, and \(q\) moments are assured. If a sensor position matters, include it as a port with zero power. Each depth step then costs one more column.

## The sign of the error

For real \(s\ge0\), \(A(s)\) is positive definite, so \(E^TAE\) is positive semidefinite and

\[
u^TZ_r(s)u\le u^TZ(s)u\quad\text{for every real }u .
\]

At \(s=0\) this says that a reduced model never overestimates the steady resistance of a port. The bound covers this self-heating and the power-weighted temperature \(p^Ty\), not the transfer entries of \(Z\). Without the point \(s=0\) the self-heating error is on the unsafe side for temperature limits, so that point belongs in the list whenever long heating matters. The bound applies to \(Z(s)\) at real \(s\), thus to weighted time averages, not to the temperature at each instant.

Matching at \(s=0\) also fixes \(m_1\), already at depth 1, because \(2q=2\) moments then agree. Expand in modes normalized by \(\phi_k^TC\phi_k=1\), with \(K\phi_k=\lambda_kC\phi_k\) and \(r_k=B^T\phi_k\). For one port,

\[
Z=\sum_k\frac{r_k^2}{s+\lambda_k},\qquad
z(t)=\sum_k\frac{r_k^2}{\lambda_k}\big(1-e^{-\lambda_kt}\big).
\]

The steady value is \(m_0=\sum_k r_k^2/\lambda_k\), and the area between it and the response is

\[
\int_0^\infty[m_0-z(t)]\,dt=\sum_k\frac{r_k^2}{\lambda_k^2}=m_1 .
\]

In the example \(m_1/m_0=3.273/3.527=0.928\) s, a mean delay that the reduced model reproduces.

## The example and its network

The stack is 10 mm wide and 10 mm deep, and the temperature is uniform along the depth. The parameters are round values. From the cooled side upward the layers are:

- spreader: 2.0 mm, 400 W/(m K), \(3\times10^6\) J/(m³ K);
- interface: 0.1 mm, 2 W/(m K), \(2\times10^6\) J/(m³ K);
- die: 0.5 mm, 100 W/(m K), \(2\times10^6\) J/(m³ K).

The film coefficient is 5000 W/(m² K), and all other surfaces are insulated. The ports are strips on the die from 1 to 3 mm and from 6 to 9 mm. Bilinear elements in 40 columns and 15 rows give \(41\times16=656\) unknowns. Two ports and total depth \(2+2+1\) give ten reduced unknowns.

Heating the whole top evenly would give the series resistance, with area \(10^{-4}\) m²,

\[
0.05+0.5+0.05+2=2.6\ \mathrm{K/W}.
\]

The narrower first strip has 3.53 K/W, because its heat must also spread sideways.

The modal sum holds equally for the reduced matrices. Each term is a resistor and capacitor in parallel,

\[
\frac{r_k^2}{s+\lambda_k}=\frac{R_k}{1+s\tau_k},\qquad R_k=\frac{r_k^2}{\lambda_k},\quad \tau_k=\frac1{\lambda_k},
\]

with capacitance \(\tau_k/R_k\). In series they form a Foster chain with positive elements. For the first port the slowest cell has \(R=2.19\) K/W and \(\tau=1.46\) s. A lumped estimate explains this time: the heat capacity is \(10^{-4}(6000+200+1000)=0.72\) J/K and the film resistance 2 K/W, with product 1.44 s. The next three cells have 0.34 to 0.39 K/W and 35 to 86 ms. The ten resistances add up to the steady 3.53 K/W. The inner nodes of such a chain are not places in the chip.

The reduced rates are not arbitrary. The \(k\)-th rate is the minimum, over \(k\)-dimensional subspaces, of the largest quotient \(x^TKx/x^TCx\). Reduction allows only subspaces within the range of \(V\), so no ordered reduced rate lies below its full counterpart. The slowest agree to the printed 0.683367 s⁻¹. The fastest is \(9.8\times10^3\) s⁻¹ in the reduced model and \(6.7\times10^4\) s⁻¹ in the full one.

For 10 W in the first strip, the rises of that strip are:

- 1 ms: full 1.163 K, reduced 1.143 K;
- 10 ms: full 4.103 K, reduced 4.099 K;
- 1 s: 24.192 K in both;
- 10 s: 35.249 K in both.

## Where the reduced model fails

**Fast heating.** As \(|s|\to\infty\), \(sZ\to B^TC^{-1}B\) and \(sZ_r\to B_r^TC_r^{-1}B_r\). The algebra of the error identity, with \(C\) in place of \(A\), gives the difference of these limits as \(D^TCD\), where \(D=C^{-1}B-VC_r^{-1}B_r\). It vanishes only if the range of \(V\) contains \(C^{-1}B\), which no finite expansion point provides in general. The relative error then tends to a nonzero constant.

On 61 frequencies from 0.01 to \(10^4\) rad/s, the largest error is 19% of the spectral norm of \(Z\), and it occurs at the last frequency. It is therefore not a bound for higher ones. That frequency lies just above the fastest reduced rate.

Before adding points there, consider the mesh. A temperature wave of frequency \(\omega\) decays in the die over \(\sqrt{2\kappa/(c\omega)}\). At \(10^4\) rad/s this is \(\sqrt{2\times5\times10^{-5}/10^4}\) m = 0.1 mm, the height of one die element, so the full model does not resolve the wave either. In the same norm, halving all elements changes \(Z\) by 0.05% at zero frequency, by 1.2% at 1000 rad/s and by about 7% at \(10^4\) rad/s. There the reduction error of 19% is still the larger one, so more unknowns would help, but only down to about the size of the mesh error. Moment matching reproduces the mesh model, including its errors.

**Transfer responses.** In the coupling between two ports, \(r_k^2\) is replaced by \(r_{k1}r_{k2}\), which may have either sign. Passivity restricts the matrix \(Z_r\) as a whole, not the sign of this response at each time. With 10 W in the first strip, the reduced rise of the second falls to −2.0 mK at its lowest between 0.1 ms and 10 s, and it is +1.8 mK at 1 ms, where the full model shows zero to within 0.1 mK. Against the 20.3 K reached after 10 s this is small, but a controller that reacts to the sign of an early signal should not use it.

**Inaccurate basis.** Random noise of 1% of each column's standard deviation was added to \(V\). The reduced model stayed passive, as the proof requires, but its steady impedance was wrong by 5.7%. A passive result is thus no evidence of an accurate one.

**Insulated bodies.** Without cooling, \(K\) is singular for a constant temperature. Then \(G\) cannot be inverted at \(s_0=0\), and all points must be positive. The passivity proof survives with \(K_r\) semidefinite. The steady drift under constant power is kept exactly and for all times only if the constant vector lies in the range of \(V\), because \(x^TK_rx=0\) requires \(Vx\) to be constant. Add that vector to the basis.

## Making the choice

1. List the shortest and longest times of interest. Put a point near the inverse of the shortest, and \(s=0\) for a cooled body if the steady state matters. Add points between them where the time scales are far apart.
2. Start with depth 1 or 2 at each point. At \(s=0\), depth 1 already fixes the steady resistance and the mean delay; depth 2 matches two further moments. The number of unknowns is at most the number of ports times the sum of the depths.
3. For each point, factor \(G\) once, solve for \(R\), and obtain each further block by applying \(G^{-1}C\) to the last one. Orthonormalize after each step, since the raw blocks become nearly parallel. With \(C=LL^T\) and the factorization \(L^TS=QT\) of the collected columns \(S\), the basis \(V=L^{-T}Q\) has the range of \(S\) and gives \(C_r=Q^TQ=I\).
4. Merge the blocks of all points, remove dependent columns, and apply the congruence to \(K\), \(C\) and \(B\) with the same \(V\).
5. Compare \(Z_r\) with \(Z\) at frequencies between and beyond the points. Matching is a local property and gives no error bound elsewhere. Where the error is too large, add a point nearby or raise the depth at the nearest existing point, then compare again. Either can help, and for a given number of ports each added depth step costs the same number of unknowns as a new point of depth 1.
6. Stop when the reduction error is well below the change on mesh refinement. Further unknowns would then reproduce discretization error.

If conductivity or cooling depends on temperature, \(K\) changes with the state, and these results hold only for a model with \(K\) frozen at one state. Linearizing about a heated state \(T_0\) does not restore them in general. A conductivity \(\kappa(T)\) then adds the heat flux \(-\kappa'(T_0)\,\vartheta\,\nabla T_0\), whose matrix \(\int\kappa'N_b\nabla T_0\!\cdot\!\nabla N_a\,dV\) is not symmetric.
